\section*{Turning-Point Logic for a Jiles-Atherton Model of Ferroelectric Polarization}

\section{Updating the polarization at a field reversal}

A hysteresis calculation that steps the field back from its maximum must decide whether the irreversible polarization moves on the first step. In the Jiles-Atherton model the plain pinning law lets it grow while the field falls. For the soft ceramic considered below, at fixed material parameters and drive, letting it grow makes the loop loss 14\% larger than suppressing it does, and changes the sign of the current just after reversal.

\subsection{The model and its variables}

The field $E$ and polarization $P$ lie along one axis. The model is quasi-static and rate independent: the path of the field matters, its speed does not. A mean-field coupling $\alpha>0$ gives the effective field
\begin{equation}
x=E+\alpha P. \label{eq:x}
\end{equation}
Without pinning, the polarization would follow a curve $P_{\rm an}(x)$, modelled by dipoles of free orientation. With $u$ the cosine of the dipole angle and $z=x/a$, where $a$ is a field width, the average is
\begin{equation}
L(z)=\frac{\int_{-1}^{1}u\,e^{zu}\,du}{\int_{-1}^{1}e^{zu}\,du}
=\frac{d}{dz}\ln\frac{2\sinh z}{z}=\coth z-\frac1z ,
\end{equation}
and $P_{\rm an}(x)=P_sL(x/a)$, with $P_s$ the saturation polarization. Since $|u|\le1$, $|P_{\rm an}|<P_s$.

The slope $\chi_{\rm an}=dP_{\rm an}/dx=(P_s/a)L'(z)$ is positive, because differentiating the average gives $L'=\langle u^2\rangle-\langle u\rangle^2$, a variance. For an upper bound, the partial-fraction series $L(z)=\sum_{n\ge1}2z/(z^2+n^2\pi^2)$ gives
\begin{equation}
L'(z)=\sum_{n\ge1}\frac{2(n^2\pi^2-z^2)}{(n^2\pi^2+z^2)^2}
\le\sum_{n\ge1}\frac{2}{n^2\pi^2}=\frac13 .
\end{equation}
Hence $0<\chi_{\rm an}\le\chi_m$ with $\chi_m=P_s/(3a)$.

The actual polarization combines an irreversible part with a reversible fraction $c$, $0<c<1$, of the distance to the unpinned curve:
\begin{equation}
P=P_{\rm irr}+c(P_{\rm an}-P_{\rm irr})=(1-c)P_{\rm irr}+cP_{\rm an}. \label{eq:P}
\end{equation}
Pinning is a constitutive assumption: the lag is proportional to the irreversible change per unit effective field,
\begin{equation}
P_{\rm an}-P_{\rm irr}=k\delta\,\frac{dP_{\rm irr}}{dx},\qquad \delta=\operatorname{sign}(dE). \label{eq:pin}
\end{equation}
The pinning constant $k$ has the unit of field. We shall require $1-\alpha\,dP/dx>0$, so that $E$ and $x$ move in the same direction.

\subsection{What goes wrong at the tip}

Let $D=P_{\rm an}-P_{\rm irr}$ and let $s=\delta(x-x_0)\ge0$ be the distance travelled since the last reversal. Because $\delta^2=1$, equation~\eqref{eq:pin} becomes
\begin{equation}
\frac{dP_{\rm irr}}{ds}=\delta\frac{dP_{\rm irr}}{dx}=\frac{D}{k}. \label{eq:plain}
\end{equation}
The plain law therefore relaxes $P_{\rm irr}$ toward $P_{\rm an}$ in whichever direction the field moves. At the upper tip of a lagging loop $D>0$, so $P_{\rm irr}$ continues to rise after the field has turned.

Whether the total polarization also rises depends on the reversible part. Differentiating \eqref{eq:P} with $\delta=-1$ gives
\begin{equation}
S\equiv\frac{dP}{dx}=c\chi_{\rm an}-(1-c)\frac{D}{k}. \label{eq:Splain}
\end{equation}
From \eqref{eq:x}, $dE/dx=1-\alpha S$, and hence
\begin{equation}
\frac{dP}{dE}=\frac{S}{1-\alpha S}. \label{eq:slope}
\end{equation}
The slope is negative just after reversal if $(1-c)D/k>c\chi_{\rm an}$. At a fixed tip state $(x,P_{\rm irr})$, setting $S=0$ gives the critical fraction
\begin{equation}
c_*=\frac{D/k}{D/k+\chi_{\rm an}} .
\end{equation}
For $c>c_*$ the reversible response hides the wrong motion of $P_{\rm irr}$, but does not remove it.

\subsection{The gate and the condition it needs}

The turning-point rule allows irreversible motion when it follows the field and suppresses it otherwise:
\begin{equation}
\frac{dP_{\rm irr}}{dx}=\frac{\max(\delta D,0)}{k}. \label{eq:gate}
\end{equation}
Now $S=(1-c)\max(\delta D,0)/k+c\chi_{\rm an}>0$. Just after the tip the first term vanishes, leaving
\begin{equation}
\frac{dP}{dE}=\frac{c\chi_{\rm an}}{1-\alpha c\chi_{\rm an}},
\end{equation}
so the rule freezes $P_{\rm irr}$ but keeps the reversible permittivity.

A positive numerator in \eqref{eq:slope} is not sufficient: if $\alpha S>1$, the denominator is negative and the curve $P(E)$ folds back, with or without a gate. For any starting state with $|P_{\rm irr}|<P_s$, relaxation toward $P_{\rm an}$ preserves this inequality, so $|D|<2P_s$ and a sufficient condition is
\begin{equation}
q=\alpha\left[\frac{2(1-c)P_s}{k}+\frac{cP_s}{3a}\right]<1. \label{eq:q}
\end{equation}

A sharper condition holds for histories that start on the unpinned curve, $D=0$. Put $y=\delta D$. While the gate is open,
\begin{equation}
\frac{dy}{ds}=\delta\left(\delta\chi_{\rm an}-\frac{D}{k}\right)=\chi_{\rm an}-\frac{y}{k}. \label{eq:y}
\end{equation}
Thus $y$ cannot rise through $k\chi_m$. While the gate is closed, $P_{\rm irr}$ is constant and $P_{\rm an}$ moves toward it, so $|D|$ falls. A reversal changes the sign of $y$, not $|D|$. Therefore $|D|\le k\chi_m$ throughout, and
\begin{equation}
S\le(1-c)\chi_m+c\chi_m=\chi_m,\qquad
\alpha\chi_m=\frac{\alpha P_s}{3a}<1 \label{eq:sharp}
\end{equation}
is sufficient. This condition does not involve $k$. It also covers weak pinning: as $k\to0$, the lag vanishes and the model approaches the single-valued unpinned curve, although \eqref{eq:q} becomes useless.

\subsection{Release field and finite-step update}

Suppose that the gate is closed after a reversal. Since $P_{\rm irr}$ is frozen, it opens at the effective field $X$ where $P_{\rm an}(X)=P_{\rm irr}$:
\begin{equation}
X=aL^{-1}(P_{\rm irr}/P_s),\qquad E_{\rm rel}=X-\alpha P_{\rm irr}. \label{eq:release}
\end{equation}
The second relation uses $P=P_{\rm irr}$ at this point, which follows from \eqref{eq:P}. Equation~\eqref{eq:y} with $y(0)=0$ has the solution $y(s)=\int_0^s e^{-(s-t)/k}\chi_{\rm an}\,dt>0$. The gate therefore stays open until the next reversal, and each monotone branch has at most one opening.

Let $x_b$ be the start of irreversible motion: $X$ if it lies ahead in the direction of travel, otherwise the old value $x_0$. Multiplying $dP_{\rm irr}/ds+P_{\rm irr}/k=P_{\rm an}/k$ by $e^{s/k}$ and integrating, with $s$ now measured from $x_b$, gives
\begin{equation}
P_{\rm irr}(s)=P_{\rm irr}(0)e^{-s/k}
+\frac1k\int_0^s e^{-(s-t)/k}P_{\rm an}(x_b+\delta t)\,dt. \label{eq:flow}
\end{equation}
One update from field $E_0$ to $E_1$ then reads:
\begin{enumerate}
\item If $E_1=E_0$, return the old state. Otherwise set $\delta=\operatorname{sign}(E_1-E_0)$.
\item Find $X$ from \eqref{eq:release} and choose $x_b$.
\item Solve $g(x)=x-\alpha P(x)-E_1=0$. In each trial, keep $P_{\rm irr}$ fixed before $x_b$ and use \eqref{eq:flow} beyond it.
\item Store $x$ and $P_{\rm irr}$.
\end{enumerate}
The root is bracketed by $x_0$ and $E_1+\delta\alpha P_s$. For a rising field, $g(x_0)=E_0-E_1<0$, while at the other end $g=\alpha(P_s-P)>0$; a falling field reverses both signs. Since $g'=1-\alpha S>0$, the root is unique.

\subsection{Error analysis}

\paragraph{Root error.} If the solver stops with residual $r=g(x)$, then $x-\alpha P(x)=E_1+r$. The stored state is the model state at a slightly wrong field, and on a monotone branch the next update starts from a point of the correct path. Under \eqref{eq:sharp}, integrating \eqref{eq:slope} over the field error gives
\begin{equation}
|\Delta P|\le\frac{\chi_m}{1-\alpha\chi_m}\,|r| . \label{eq:rooterr}
\end{equation}
The bound grows without limit as the sufficient condition approaches failure.

\paragraph{Quadrature error.} The integral in \eqref{eq:flow} is divided into panels no longer than $2a$, with 16 Gauss points on each. In $z$ the half-width is at most 1, and the nearest poles of $L$ are at $\pm i\pi$. The integrand is analytic inside an ellipse with parameter $\rho=\pi+\sqrt{1+\pi^2}\approx6.4$ around the panel. For any smaller $\rho$ the error scales as $\rho^{-32}$; even $\rho=6$ gives about $10^{-25}$, far below double-precision rounding. This estimate assumes that the kernel $e^{-(s-t)/k}$ varies moderately over a panel, as it does for $k\gtrsim a/3$. For weak pinning the kernel is concentrated within a distance $k$ of the end point. With $a=3$ kV/cm and $P_s=40\ \mu{\rm C/cm^2}$, the error of one full panel reaches about $10^{-5}\ \mu{\rm C/cm^2}$ at $k=0.1$ kV/cm and about $0.5\ \mu{\rm C/cm^2}$ at $k=0.03$ kV/cm, so the panels must then be shortened in proportion to $k$.

\paragraph{Propagation.} An error $\epsilon$ in $P_{\rm irr}$, followed along a prescribed path in $x$, obeys $d\epsilon/ds=-\epsilon/k$ when the gate is open and stays constant when it is closed. It does not grow. At prescribed $E$ the coupling also shifts $x$, and this argument alone gives no bound.

\paragraph{Gate timing.} An explicit scheme that tests the gate at the beginning of each step can miss the release by a distance $\eta$. Near release $y\simeq\chi_{\rm an}t$, so the missed change has magnitude
\begin{equation}
\int_0^\eta\frac{\chi_{\rm an}t}{k}\,dt=\frac{\chi_{\rm an}\eta^2}{2k}
\end{equation}
to leading order. Using the old $\delta$ on the first step after reversal is worse: it changes $P_{\rm irr}$ by $-D|\Delta x|/k$ at an upper tip, where no change is due. This error is first order in the step and has the sign of an ordinary switching response, so a check for negative slopes will not find it.

\subsection{A soft PZT ceramic}

Take $P_s=40\ \mu{\rm C/cm^2}$, $a=3$ kV/cm, $k=12$ kV/cm, $\alpha=0.12$ kV/cm per $\mu{\rm C/cm^2}$, $c=0.05$ and a drive of $\pm30$ kV/cm. These are round model parameters. Equation~\eqref{eq:q} gives $q=0.79$. The sharper number is $\alpha\chi_m=0.12\times40/9=0.53$, so every history from the unpoled state has a unique update. In \eqref{eq:rooterr} the factor is $4.44/(1-0.53)\approx9.5$: a field residual of 0.001 kV/cm costs at most about $0.01\ \mu{\rm C/cm^2}$.

At the settled tip of the ungated loop, $D=36.435-30.166=6.269\ \mu{\rm C/cm^2}$ and $\chi_{\rm an}=0.1059\ \mu{\rm C/cm^2}$ per kV/cm. In the latter unit,
\begin{align}
S&=0.05(0.1059)-0.95\,\frac{6.269}{12}=-0.491,\\
\frac{dP}{dE}&=\frac{-0.491}{1+0.12(0.491)}=-0.464 .
\end{align}
The critical fraction is $c_*=0.83$, far above the chosen $c$. As the field falls, the polarization rises by a further $3.1\ \mu{\rm C/cm^2}$, reaching its maximum near 15.3 kV/cm. The negative slope thus extends over about half of the descent to zero field; $P_{\rm irr}$ itself goes on rising slightly longer, until $D=0$.

With the gate, the slope after reversal is $+0.0053$ in the same unit. Here $P_{\rm irr}=30.229\ \mu{\rm C/cm^2}$ and $X=12.253$ kV/cm, so
\begin{equation}
E_{\rm rel}=12.253-0.12\times30.229=8.625\ {\rm kV/cm}.
\end{equation}
Direct integration of the differential equation in $E$ gives the same release field to the printed digits. A stale $\delta$ would instead change $P_{\rm irr}$ by $-6.207/12\approx-0.52\ \mu{\rm C/cm^2}$ in a first step of 1 kV/cm in $x$, to leading order.

For a triangular drive at 1 Hz the ramp is $4\times30\times1=120$ kV/cm/s. On a $1\ {\rm cm^2}$ disk the polarization current after reversal is $-0.64\ \mu$A with the gate and $+56\ \mu$A without it. At zero field the gated and ungated polarizations are 25.5 and $26.9\ \mu{\rm C/cm^2}$. The missing gate therefore also affects quantities read far from the tip.

A path through 30 random turning fields tests minor reversals. The lowest slope over a step is $+0.005$ with the gate and $-1.6\ \mu{\rm C/cm^2}$ per kV/cm without it. The second value is steeper than at the major tip. Inverting \eqref{eq:slope} gives $S\approx-2.0$, which by \eqref{eq:Splain} needs a lag of at least about $25\ \mu{\rm C/cm^2}$: the path has turned while switching was incomplete. The remaining values are in the numerical output.

\subsection{Energy, folding and minor loops}

The negative slope might be taken for a violation of the second law, but in this model it is not one. Over a closed cycle of the state, $\oint P\,dP=0$ and $\oint x\,dP_{\rm an}(x)=0$. Also $\oint X(P_{\rm irr})\,dP_{\rm irr}=0$. Hence
\begin{align}
W=\oint E\,dP&=\oint x\,dP-\alpha\oint P\,dP=(1-c)\oint x\,dP_{\rm irr}\nonumber\\
&=(1-c)\oint(x-X)\,dP_{\rm irr}\ge0 .
\end{align}
The sign follows because $P_{\rm irr}$ moves toward $P_{\rm an}(x)$, and $P_{\rm an}(x)-P_{\rm irr}$ has the sign of $x-X$. This holds for both laws. The computed losses are 1.21 J/cm$^3$ with the gate and 1.38 J/cm$^3$ without it. This excess of 14\% belongs to the chosen parameters, not to the material class: it is about 30\% for a drive of $\pm20$ kV/cm, 4\% for $\pm45$ kV/cm, and 1.5\% at $\pm30$ kV/cm if $k$ is halved to 6 kV/cm. Just after the upper tip the field is still positive, so the ungated rise of $P$ is motion along the field, though against its change. The gate removes this continued switching from a theory with no time variable to describe delayed relaxation.

The flow of $P_{\rm irr}$ along a given path in $x$ does not contain $\alpha$. On the computed rising branch, with that path held fixed, the fold begins at $\alpha=1/\max S=0.40$ kV/cm per $\mu{\rm C/cm^2}$. Condition \eqref{eq:sharp} guarantees safety only below $9/40=0.225$; it is sufficient, not necessary. Beyond the fold, $g$ can have several roots. A bracketed root need not then continue the old branch, and a rule for the jump must be added.

The gate does not make minor loops close. If a rising branch with $D>0$ is reversed and the excursion ends before $X$, $P_{\rm irr}$ is frozen on the way down and grows on the way back. For the excursion $15\to5\to15$ kV/cm the return misses its starting point by $9.3\ \mu{\rm C/cm^2}$, or 36\% of the remanence; without the gate the gap is 12.6. Applications that depend on closed minor loops need a further memory rule.

\subsection{Comparison with a real disk}

The gated remanence of $25\ \mu{\rm C/cm^2}$, coercive field of 8.8 kV/cm and reversible relative permittivity near 2100 at remanence lie in the rough range of soft PZT ceramics. The tip response does not: a slope of 0.0053 corresponds to a relative permittivity of only 60, because the reversible term saturates. A linear background with a rough permittivity of 500 would add $1.3\ \mu{\rm C/cm^2}$ at full field, about 4\% of the tip polarization. Real switching also depends on time and temperature. If the coercive field varies roughly as the power 0.05 of frequency and drops by roughly 0.3\% per kelvin, it rises by 12\% per decade of frequency and falls by 15\% for 50 K of warming. With a rough heat capacity of 3 J/cm$^3$ per kelvin, the loss heats an insulated disk by $1.21/3\approx0.4$ K per cycle, so continuous cycling needs cooling or a temperature correction. Leakage at a rough conductivity of $10^{-12}$ S/cm adds $0.0075\ \mu{\rm C/cm^2}$ per half cycle, which is negligible here. The drive is 0.3 of a rough breakdown field. For a thickness of 0.5 mm it is 1500 V, of which a $10\ \mu$F series reference capacitor takes 3 V, or 0.2\%. A measured positive current just after reversal may come from delayed switching, which should be modelled with its own time dependence, not by leaving out the gate. Leakage at the conductivity above gives only $0.03\ \mu$A at full field, too little to outweigh the negative reversible and background currents; it could do so only in a much more conductive disk.

\section*{Numbers as computed}
\begin{verbatim}
P_s = 40.0 uC/cm2; a = 3.0 kV/cm; k = 12.0 kV/cm
alpha = 0.120 kV/cm per uC/cm2; c = 0.050
drive amplitude = 30.0 kV/cm
sufficient bound q = 0.7867 (must be < 1)
fold threshold alpha = 0.4038 kV/cm per uC/cm2
Settled tip, gated then ungated:
  x = 33.6647 kV/cm; P_irr = 30.2288 uC/cm2
  P_an = 36.4354; P = 30.5391 uC/cm2
  chi_an = 0.10588 uC/cm2 per kV/cm
  dP/dE after reversal = 0.00530 same unit
  current after reversal = -0.636 uA
  loop loss = 1.2113 J/cm3
  x = 33.6575 kV/cm; P_irr = 30.1661 uC/cm2
  P_an = 36.4347; P = 30.4795 uC/cm2
  chi_an = 0.10593 uC/cm2 per kV/cm
  dP/dE after reversal = -0.46365 same unit
  current after reversal = 55.638 uA
  loop loss = 1.3756 J/cm3
critical c at ungated tip = 0.8314
gate release: x = 12.2526, E = 8.6251 kV/cm
release E from ODE = 8.6251 kV/cm
ungated overshoot = 3.1351 uC/cm2 at E = 15.3 kV/cm
Falling branch: E (kV/cm), P gated, P ungated (uC/cm2)
    30    30.5391    30.4795
    29    30.5337    30.9225
    25    30.5080    32.3132
    20    30.4637    33.3159
    10    30.2777    33.1687
     0    25.4822    26.9036
   -10    -3.6558    -3.1315
   -20   -22.5340   -22.3744
   -30   -30.5391   -30.4795
gated remanence = 25.482 uC/cm2; E_c = 8.783 kV/cm
reversible eps_r at remanence = 2109
lowest slope, random path, gated = 0.00535
lowest slope, random path, ungated = -1.61643
  (both in uC/cm2 per kV/cm)
minor-loop gap 15-5-15 kV/cm, gated = 9.284 uC/cm2
same gap, ungated = 12.638 uC/cm2
f = 1.0 Hz; area = 1.0 cm2; d = 0.5 mm
drive = 1500 V; ramp = 120 kV/cm/s
reference 10 uF: 3.05 V, 0.20 %
missing linear P (rough eps_r 500) = 1.33 uC/cm2
heating (rough 3 J/cm3/K) = 0.404 K/cycle
E_c per decade of f (rough power 0.05) = +12.2 %
E_c for +50 K (rough 0.3 %/K) = -15 %
leakage/half cycle (rough 1e-12 S/cm) = 0.0075 uC/cm2
drive/breakdown (rough 100 kV/cm) = 0.30
\end{verbatim}
